# The Landé interval rule and Hund's third rule, derived two ways

An atom with two electrons in a d shell and an atom with eight can both have a ground term with $L=3$ and $S=1$. Spin–orbit coupling splits this term into levels $J=2,3,4$. With two electrons the level $J=2$ lies lowest; with eight it is $J=4$. The total angular momenta are the same, and so is the sign of the coupling felt by each electron. What reverses the order?

## The model and its levels

Take $n$ electrons in one open shell $l$, with $0<n<4l+2$, all with the same radial function. Set $\hbar=1$. The spin–orbit operator is

$$H_{SO}=\zeta\sum_{i=1}^{n}\mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0 .$$

Here $\zeta$ is an energy. Two-electron spin–orbit and spin–spin interactions are neglected. Coulomb repulsion has already separated the states into terms of definite $L$ and $S$. The ground term is taken from Hund's first two rules: largest $S$, then largest $L$ for that $S$. If $\zeta$ is small compared with the distances between terms, first-order perturbation theory requires only the matrix of $H_{SO}$ inside this term.

Both derivations below show that this matrix is that of $A\,\mathbf L\cdot\mathbf S$, with

$$A=+\frac{\zeta}{2S}\quad(n<2l+1),\qquad A=-\frac{\zeta}{2S}\quad(n>2l+1).$$

The levels then follow. Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S$, because $\mathbf L$ and $\mathbf S$ commute. Hence

$$E(J)=\frac A2\,[J(J+1)-L(L+1)-S(S+1)],$$

measured from the unsplit term. In the difference of neighbouring levels the $L$ and $S$ parts cancel:

$$E(J)-E(J-1)=\frac A2\,[J(J+1)-(J-1)J]=AJ .$$

This is the Landé interval rule. Here $J$ is the larger of the two neighbouring values and therefore positive, so every difference $E(J)-E(J-1)$ has the sign of $A$. For $A>0$ the energy rises with $J$, and the lowest level has $J=|L-S|$. For $A<0$ it falls with $J$, and the lowest level has $J=L+S$. This is Hund's third rule.

At half filling, $n=2l+1$, each orbital holds one electron and $L=\sum m=0$. There is a single level, $J=S$, with no splitting, and the sign of $A$ has no meaning.

## First derivation: equal shares of the spin

**Up to half filling.** For $n\le 2l+1$ the largest spin is $S=n/2$. The state with $M_S=S$ has all spins up. Its spin function is symmetric under exchange of electrons, so its orbital function $\Phi$ is antisymmetric. The lowering operator $S_-=\sum_i s_{i-}$ treats all electrons alike and acts on spin alone. Every state of maximum spin is therefore a combination of products $\Phi\chi$ with $\chi$ symmetric.

Exchanging electrons $i$ and $j$ leaves $\chi$ and $\chi'$ unchanged and turns $\mathbf s_i$ into $\mathbf s_j$. Thus $\langle\chi|\mathbf s_i|\chi'\rangle$ is the same for all $i$. The $n$ equal contributions add up to the total spin, so

$$\langle\chi|\mathbf s_i|\chi'\rangle=\frac1n\langle\chi|\mathbf S|\chi'\rangle .$$

Each electron carries an equal share of $\mathbf S$. Inserting this gives

$$\langle\Phi\chi|H_{SO}|\Phi'\chi'\rangle
=\zeta\sum_i\langle\Phi|\mathbf l_i|\Phi'\rangle\cdot\langle\chi|\mathbf s_i|\chi'\rangle
=\frac{\zeta}{n}\langle\Phi|\mathbf L|\Phi'\rangle\cdot\langle\chi|\mathbf S|\chi'\rangle .$$

The right side is the matrix element of $(\zeta/n)\,\mathbf L\cdot\mathbf S$. Since $n=2S$, $A=\zeta/(2S)$.

**Beyond half filling.** The spin function can no longer be symmetric, but the empty places can be counted instead. Let $a^\dagger_p$ create an electron in spin-orbital $p$ of the shell. Then

$$H_{SO}=\zeta\sum_{pq}(\mathbf l\cdot\mathbf s)_{pq}\,a_p^\dagger a_q,\qquad a_p^\dagger a_q=\delta_{pq}-a_q a_p^\dagger .$$

The $\delta_{pq}$ part gives $\zeta\,\mathrm{Tr}(\mathbf l\cdot\mathbf s)=\zeta\sum_k \mathrm{Tr}\,l_k\,\mathrm{Tr}\,s_k=0$, with $k=x,y,z$ and the two traces taken over orbitals and over spin. Removing an electron creates a hole, so define $b_q^\dagger=a_q$ and $b_p=a_p^\dagger$. These operators obey the same anticommutation rules as those of electrons. What remains is

$$H_{SO}=-\zeta\sum_{pq}(\mathbf l\cdot\mathbf s)^T_{qp}\,b_q^\dagger b_p .$$

The same steps for the total orbital angular momentum, using $\mathrm{Tr}\,l_k=0$, give

$$L_k=\sum_{pq}(l_k)_{pq}a_p^\dagger a_q=\sum_{pq}(-l_k^T)_{qp}\,b_q^\dagger b_p .$$

A hole thus has orbital angular momentum $l_k'=-l_k^T$ and, by the same argument, spin $s_k'=-s_k^T$. These are proper angular momenta, because transposition reverses the order of a product:

$$[l_x',l_y']=[l_x^T,l_y^T]=-[l_x,l_y]^T=-i\,l_z^T=i\,l_z' .$$

In $\mathbf l\cdot\mathbf s$ the two new minus signs cancel. Since $l_k$ and $s_k$ commute, $(l_ks_k)^T=l_k^Ts_k^T=l_k's_k'$. Therefore

$$\mathbf L=\sum_{\text{holes}}\mathbf l',\qquad \mathbf S=\sum_{\text{holes}}\mathbf s',\qquad H_{SO}=-\zeta\sum_{\text{holes}}\mathbf l'\cdot\mathbf s' .$$

The totals keep their form while the coupling changes sign. There are $h=4l+2-n$ holes, fewer than $2l+1$, so the argument of equal shares applies to them with $S=h/2$. It gives $A=-\zeta/h=-\zeta/(2S)$.

## Second derivation: one determinant fixes the constant

**The form of the operator.** Consider any single term with $L>0$ and $S>0$, and let $P$ project onto it. Define $T_{ab}=\sum_i l_{ia}s_{ib}$, where $a$ and $b$ each stand for $+$, $-$ or $z$.

Apply $PT_{++}P$ to the lowest state $|M_L=-L,M_S=-S\rangle$. Both projections rise by one. The term contains one state with these values, and it is proportional to $L_+S_+|-L,-S\rangle$. So, for some number $c$,

$$PT_{++}P\,|-L,-S\rangle=c\,L_+S_+|-L,-S\rangle .$$

All other states of the term follow by applying $L_+$ and $S_+$ repeatedly. These operators commute with $P$, with $T_{++}$ and with each other. Hence $PT_{++}P=c\,L_+S_+$ throughout the term.

The other components follow from commutators with $L_-$. For one electron and for the total alike,

$$[L_-,l_{i+}]=-2l_{iz},\quad [L_-,L_+]=-2L_z;\qquad [L_-,l_{iz}]=l_{i-},\quad [L_-,L_z]=L_- .$$

Taking these commutators on both sides replaces the orbital index $+$ by $z$, and then $z$ by $-$, with the same factors left and right. The operator $S_-$ does the same for the spin index. Thus $PT_{ab}P=c\,L_aS_b$ for all components. Since

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+),$$

and $\mathbf L\cdot\mathbf S$ has the same form, $PH_{SO}P=A\,\mathbf L\cdot\mathbf S$ with $A=\zeta c$.

**The constant.** The component $T_{zz}$ gives, in the state $M_L=L$, $M_S=S$,

$$\zeta\Big\langle\sum_i l_{iz}s_{iz}\Big\rangle=A\,L\,S .$$

For the Hund term this state is a single determinant. Fill the spin-up orbitals from $m=l$ downward, and then, if electrons remain, the spin-down orbitals in the same way. No other determinant has this largest $M_S$ together with the largest $M_L$ compatible with it.

- For $n<2l+1$ all spins are up and $\sum m=L$. The left side is $\zeta L/2$, so $A=+\zeta/(2S)$.
- For $n>2l+1$ the spin-up orbitals are full and their $m$ values sum to zero. The spin-down electrons have $\sum m=L$ and $m_s=-\tfrac12$. The left side is $-\zeta L/2$, so $A=-\zeta/(2S)$.

This answers the opening question. Beyond half filling, the net orbital angular momentum of this state comes from electrons whose spins point against the total spin. Each electron still has the coupling $+\zeta\,\mathbf l_i\cdot\mathbf s_i$, but expressed through $\mathbf L$ and $\mathbf S$ the sign is reversed.

## What each derivation assumes

Both use the same one-electron operator, a single shell and first-order perturbation theory for the levels. They differ in what they ask of the states.

The first needs maximum spin, but not maximum $L$. Its result holds in the whole space of maximum spin. Because $\mathbf L\cdot\mathbf S$ commutes with $\mathbf L^2$, it also shows that $H_{SO}$ has no matrix elements between maximum-spin terms of different $L$.

The second needs rotational symmetry, separately for orbits and spins, and one term at a time. It gives the form $A\,\mathbf L\cdot\mathbf S$, and with it the first-order interval rule, for terms of any spin. It says nothing about coupling between terms. The value of $A$ must be found for each term.

That value need not be $\pm\zeta/(2S)$. In d³ the determinant with $m=2$ spin up, $m=2$ spin down and $m=1$ spin up has $M_L=5$ and $M_S=\tfrac12$. No d³ state has larger $M_L$, and $M_S=\tfrac32$ would need three different $m$, with sum at most 3. The determinant therefore belongs to a term with $L=5$, $S=\tfrac12$, the term ²H. The condition on $A$ reads

$$A\cdot5\cdot\tfrac12=\zeta\left(2\cdot\tfrac12-2\cdot\tfrac12+1\cdot\tfrac12\right)=\frac{\zeta}{2},$$

so $A=\zeta/5$, whereas $\zeta/(2S)$ would be $\zeta$.

## Worked example: d² and d⁸

Take a model d shell with Slater integrals $F^2=0.4$ and $F^4=0.25$ hartree, which set the Coulomb repulsion, and $\zeta=0.002$ hartree. For the ground term ³F, $S=1$, so $A=\pm0.002/2=\pm0.001$ hartree, or $\pm219.5\ \mathrm{cm^{-1}}$. With $L(L+1)+S(S+1)=12+2=14$,

$$E(2)=\frac A2(6-14)=-4A,\quad E(3)=\frac A2(12-14)=-A,\quad E(4)=\frac A2(20-14)=3A .$$

The numerical check also diagonalizes repulsion and spin–orbit coupling together in the full shell. In millihartree, relative to the unsplit term:

| $J$ | d², first order | d², full | d⁸, first order | d⁸, full |
|---|---|---|---|---|
| 2 | −4.00 | −4.14 | +4.00 | +3.85 |
| 3 | −1.00 | −1.00 | +1.00 | +1.00 |
| 4 | +3.00 | +2.96 | −3.00 | −3.04 |

The order is inverted as derived. The small departures come from other terms. Two d electrons form the terms ¹S, ¹D, ¹G, ³P and ³F, and two holes form the same set. Since $H_{SO}$ conserves $J$, and ³P is not coupled directly to ³F, the level $J=2$ of ³F couples to ¹D and the level $J=4$ to ¹G. These singlets lie 0.066 and 0.104 hartree above ³F. A coupling $V\propto\zeta$ to a term at height $\Delta$ lowers a level by $|V|^2/\Delta$ in second order, so the shift should grow fourfold when $\zeta$ doubles. The program tests this at small $\zeta$ and finds factors between 3.97 and 4.03. No other term has a level with $J=3$, so in this model that level keeps its first-order energy.

The shifts spoil the interval rule in opposite directions. The rule gives

$$\frac{E(4)-E(3)}{E(3)-E(2)}=\frac{4A}{3A}=\frac43 .$$

In d² the lowering of $J=2$ and $J=4$ widens the interval $E(3)-E(2)$ and narrows $E(4)-E(3)$, so the ratio falls. In d⁸ the order is inverted. The same lowering narrows the gap between $J=2$ and $J=3$ and widens that between $J=3$ and $J=4$, so the ratio rises. At $\zeta=0.002$ hartree the ratios are 1.26 and 1.42. At $\zeta=0.008$ hartree, with the same repulsion, they are 1.10 and 1.84. The ground levels are still $J=2$ and $J=4$, but the intervals no longer follow the rule closely. Once $\zeta$ is no longer very small compared with the distances between terms, first order is not enough for accurate intervals. Diagonalizing the Coulomb and spin–orbit operators together, as done here, includes the coupling between the terms of the shell to all orders.

## Numbers as computed

```
Model: F2 = 0.4 Eh, F4 = 0.25 Eh, zeta = 0.002 Eh
zeta = 438.9 cm^-1
Largest error of operator identity, 20 shells: 2e-15 (units of zeta)
d^n: A/zeta by formula and from diagonalization, zeta = 1e-06 Eh
  d^1: S = 0.5, L = 2, formula +1.0000, diag. +1.0000, ground J = 1.5
  d^2: S = 1.0, L = 3, formula +0.5000, diag. +0.5000, ground J = 2.0
  d^3: S = 1.5, L = 3, formula +0.3333, diag. +0.3333, ground J = 1.5
  d^4: S = 2.0, L = 2, formula +0.2500, diag. +0.2500, ground J = 0.0
  d^5: S = 2.5, L = 0, no splitting, ground J = 2.5
  d^6: S = 2.0, L = 2, formula -0.2500, diag. -0.2500, ground J = 4.0
  d^7: S = 1.5, L = 3, formula -0.3333, diag. -0.3333, ground J = 4.5
  d^8: S = 1.0, L = 3, formula -0.5000, diag. -0.5000, ground J = 4.0
  d^9: S = 0.5, L = 2, formula -1.0000, diag. -1.0000, ground J = 2.5
Doublet H of d^3: A/zeta = 0.2000; 1/(2S) = 1.0000
d^2 terms above triplet F, without spin-orbit coupling:
  singlet D: 0.06633 Eh
  triplet P: 0.07993 Eh
  singlet G: 0.10363 Eh
d^2 triplet F: A = +0.001000 Eh = +219.5 cm^-1
  J = 2: first order -4.0000 mEh, full -4.1364 mEh
  J = 3: first order -1.0000 mEh, full -1.0000 mEh
  J = 4: first order +3.0000 mEh, full +2.9603 mEh
  E(3)-E(2): first order +3.0000 mEh, full +3.1364 mEh
  E(4)-E(3): first order +4.0000 mEh, full +3.9603 mEh
  growth of shifts when zeta doubles (0.0002 to 0.0004 Eh): J=2 3.976, J=4 4.012
d^8 triplet F: A = -0.001000 Eh = -219.5 cm^-1
  J = 2: first order +4.0000 mEh, full +3.8461 mEh
  J = 3: first order +1.0000 mEh, full +1.0000 mEh
  J = 4: first order -3.0000 mEh, full -3.0375 mEh
  E(3)-E(2): first order -3.0000 mEh, full -2.8461 mEh
  E(4)-E(3): first order -4.0000 mEh, full -4.0375 mEh
  growth of shifts when zeta doubles (0.0002 to 0.0004 Eh): J=2 4.024, J=4 3.988
Ratio [E(4)-E(3)]/[E(3)-E(2)], interval rule: 1.3333
  zeta = 0.0005 Eh: d^2 1.3145, d^8 1.3531
  zeta = 0.0020 Eh: d^2 1.2627, d^8 1.4186
  zeta = 0.0040 Eh: d^2 1.2027, d^8 1.5244
  zeta = 0.0080 Eh: d^2 1.1049, d^8 1.8391
```
